# Band-edge resonances of finite photonic crystals: detuning and end-loss Q: test program

```python
"""Band-edge resonances of a finite one-dimensional photonic crystal.

Result under test, for N cells between equal outer media of index n0:
    detuning  u_m - u_e = m^2 pi^2 / (2 C' N^2)
    end-loss  Q_m = u_e |B C'| N^3 / (2 pi^2 m^2)
both with relative corrections of order 1/N^2.
u = frequency / Bragg frequency, u_e = its value at the band edge,
m = mode number counted from the edge, C = half trace of the cell matrix,
C' = dC/du at the edge, B = Im(1/t1) at the edge, t1 = one-cell transmission
amplitude. Time factor exp(-i omega t), so decaying modes have Im u < 0.
Fields (E, H) on the left of a layer = layer matrix times those on the right.
"""
import numpy as np
from scipy.constants import c as light_speed
from scipy.optimize import brentq

PI = np.pi
# Rough typical values for a width-modulated silicon strip waveguide
n_hi, n_lo, n_out = 2.5, 2.3, 2.4
group_index = 4.2
bragg_nm = 1550.0
loss_db_cm = 2.0
dn_per_kelvin = 1.8e-4
dn_random = 2.0e-3
clad_index = 1.45

g = group_index / n_out
rho = (n_hi - n_lo) / (n_hi + n_lo)
f0_ghz = light_speed / (bragg_nm * 1e-9) / 1e9


def layer(phase, index):
    co, si = np.cos(phase), np.sin(phase)
    mat = np.array([[co, -1j * si / index], [-1j * index * si, co]])
    return np.moveaxis(mat, (0, 1), (-2, -1))


def guide_cell(u, dn_a=0.0, dn_b=0.0):
    """Quarter-wave cell; dn_a, dn_b are (complex) index changes in the phase."""
    base = PI / 2 * (1 + g * (u - 1))
    return (layer(base + PI / 2 * u * dn_a / n_hi, n_hi)
            @ layer(base + PI / 2 * u * dn_b / n_lo, n_lo))


def strong_cell(u):
    """Strong contrast, unequal optical thicknesses."""
    return layer(PI / 2 * 1.2 * u, 3.5) @ layer(PI / 2 * 0.7 * u, 1.5)


def inverse_t(mat, n0):
    return 0.5 * (mat[..., 0, 0] + mat[..., 1, 1]
                  + n0 * mat[..., 0, 1] + mat[..., 1, 0] / n0)


def half_trace(cell, u):
    mat = cell(u)
    return 0.5 * (mat[0, 0] + mat[1, 1])


def band_edge(cell, n0, low, high):
    u_e = brentq(lambda u: half_trace(cell, u).real + 1, low, high,
                 xtol=1e-15, rtol=1e-15)
    h = 1e-5
    slope = (half_trace(cell, u_e + h) - half_trace(cell, u_e - h)).real / (2 * h)
    return u_e, inverse_t(cell(u_e), n0).imag, slope


def complex_root(func, u):
    h = 1e-8
    for _ in range(50):
        step = func(u) * 2 * h / (func(u + h) - func(u - h))
        u = u - step
        if np.max(np.abs(step)) < 1e-13:
            return u
    raise RuntimeError("resonance search did not converge")


def resonance(cell, n0, edge, N, m=1):
    """Zero of 1/t_N, with t_N from the multiplied matrices."""
    u_e, B, slope = edge
    seed = u_e + (m * PI / (N + 1j / B)) ** 2 / (2 * slope)
    u = complex_root(
        lambda x: inverse_t(np.linalg.matrix_power(cell(x), N), n0), seed)
    q = np.arccos(-half_trace(cell, u))
    assert abs(abs(q.real) * N / PI - m) < 0.5 and u.imag < 0
    return u


def quality(u):
    return u.real / (2 * abs(u.imag))


def laws(edge, N, m=1):
    u_e, B, slope = edge
    return (m**2 * PI**2 / (2 * slope * N**2),
            u_e * abs(B * slope) * N**3 / (2 * PI**2 * m**2))


# General law on a strongly modulated cell that is not quarter-wave
edge_s = band_edge(strong_cell, 1.0, 0.3, 1.0)
errors = []
for N in (40, 80):
    u = resonance(strong_cell, 1.0, edge_s, N)
    shift, q_law = laws(edge_s, N)
    errors.append([(u.real - edge_s[0]) / shift - 1, quality(u) / q_law - 1])
errors = np.array(errors)
assert np.all(np.abs(errors[1]) < 0.02)
assert np.all(np.abs(errors[0] / errors[1] - 4) < 0.5)   # error falls as 1/N^2

# Closed forms of the quarter-wave grating at both edges
edge = band_edge(guide_cell, n_out, 0.9, 1.0)
edge_up = band_edge(guide_cell, n_out, 1.0, 1.1)
shape = ((n_hi - n_lo)**2 * (n_out**2 + n_hi * n_lo)
         / ((n_hi + n_lo) * n_out * n_hi * n_lo))
for ed, sign in ((edge, 1), (edge_up, -1)):
    delta_e = np.arccos(sign * rho)
    assert abs(ed[0] - (1 + (2 * delta_e / PI - 1) / g)) < 1e-12
    for m in (1, 2, 3):
        u = resonance(guide_cell, n_out, ed, 800, m)
        q_closed = g * ed[0] / (2 * PI) * shape * 800**3 / m**2
        shift_closed = -PI * m**2 * np.tan(delta_e) / (4 * g * 800**2)
        assert abs(quality(u) / q_closed - 1) < 0.02
        assert abs((u.real - ed[0]) / shift_closed - 1) < 0.02
u_e, B_e, slope_e = edge
q_coefficient = g * u_e / (2 * PI) * shape

# |B| at the edge equals |r1/t1| of one cell
one = guide_cell(u_e)
t1 = 1 / inverse_t(one, n_out)
r1 = (one[0, 0] + n_out * one[0, 1]) * t1 - 1
assert abs(abs(r1 / t1) - abs(B_e)) < 1e-9

# Scaling with N and first corrections
sizes = [50, 100, 200, 400, 800]
modes = [resonance(guide_cell, n_out, edge, N) for N in sizes]
Qs = np.array([quality(u) for u in modes])
shifts = np.array([abs(u.real - u_e) for u in modes])
exp_q = np.diff(np.log(Qs)) / np.log(2)
exp_f = np.diff(np.log(shifts)) / np.log(2)
assert abs(exp_q[-1] - 3) < 0.015 and abs(exp_f[-1] + 2) < 0.01
a = 1 / (2 * rho * 800)
shift_law, q_law = laws(edge, 800)
corr_q = (Qs[-1] / q_law - 1) / a**2
corr_f = (shifts[-1] / abs(shift_law) - 1) / a**2
assert abs(corr_q / (2 + 2 * PI**2 / 3) - 1) < 0.04
assert abs(corr_f / -(3 + PI**2 / 4) - 1) < 0.04

# Linewidth of the real-frequency transmission peak, N = 200
N = 200
u1 = modes[sizes.index(N)]
Q1 = quality(u1)
width = 2 * abs(u1.imag)
scan = u1.real + width * np.linspace(-2, 2, 4001)
trans = 1 / np.abs(inverse_t(
    np.linalg.matrix_power(guide_cell(scan), N), n_out))**2
above = scan[trans > 0.5]
fwhm = above[-1] - above[0]
assert trans.max() > 0.999 and abs(fwhm / width - 1) < 0.05

# End transmissivity from the Bloch eigenvector, and the bounce estimate
q1 = PI / N
u_real = brentq(lambda x: half_trace(guide_cell, x).real + np.cos(q1),
                0.95, u_e, xtol=1e-15, rtol=1e-15)
vectors = np.linalg.eig(guide_cell(u_real))[1]
refl = np.min(np.abs((n_out * vectors[0] - vectors[1])
                     / (n_out * vectors[0] + vectors[1]))**2)
B_here = abs(inverse_t(guide_cell(u_real), n_out).imag)
end_trans = 2 * np.sin(q1) / (B_here + np.sin(q1))
assert abs((1 - refl) / end_trans - 1) < 1e-6
h = 1e-6
slope_here = (half_trace(guide_cell, u_real + h)
              - half_trace(guide_cell, u_real - h)).real / (2 * h)
speed = np.sin(q1) / abs(slope_here)
Q_bounce = u_real * N / (speed * np.log(1 / refl))
assert abs(Q_bounce / Q1 - 1) < 0.02
period_nm = bragg_nm / 4 * (1 / n_hi + 1 / n_lo)
slow_index = bragg_nm / (2 * PI * period_nm * speed)

# Propagation loss: power attenuation alpha in 1/m, extinction index kappa
alpha = loss_db_cm * 100 * np.log(10) / 10
kappa = alpha * bragg_nm * 1e-9 / (4 * PI)
Q_loss = 2 * PI * group_index / (alpha * bragg_nm * 1e-9)
lossy = lambda x: guide_cell(x, 1j * kappa, 1j * kappa)
Q_total = {}
for size in (200, 800):
    Q_total[size] = quality(resonance(lossy, n_out, edge, size))
    added = 1 / Q_total[size] - 1 / Qs[sizes.index(size)]
    assert abs(added * Q_loss - 1) < 0.01
N_cross = (Q_loss / q_coefficient)**(1 / 3)
halving_db_cm = loss_db_cm * Q_loss / Q1

# Uniform heating by one kelvin
warm = lambda x: guide_cell(x, dn_per_kelvin, dn_per_kelvin)
heat_shift = resonance(warm, n_out, edge, N).real - u1.real
assert abs(heat_shift / (-u1.real * dn_per_kelvin / group_index) - 1) < 0.01

# Independent random index errors of the sections
samples = 200
dn = dn_random * np.random.default_rng(7).standard_normal((N, 2, samples))


def disordered_inverse_t(u):
    total = np.eye(2, dtype=complex)
    for k in range(N):
        total = total @ guide_cell(u, dn[k, 0], dn[k, 1])
    return inverse_t(total, n_out)


u_dis = complex_root(disordered_inverse_t, np.full(samples, u1))
rms_shift = np.std(u_dis.real)
rms_law = u1.real * dn_random / group_index * np.sqrt(3 / (4 * N))
assert abs(rms_shift / rms_law - 1) < 0.2   # sampling error is about 5 percent
Q_dis = u_dis.real / (2 * np.abs(u_dis.imag))

# Edge Bloch wave against the cladding light line
edge_nm = bragg_nm / u_e
bloch_index = edge_nm / (2 * period_nm)
assert bloch_index > clad_index

print(f"section indices {n_hi}, {n_lo}; feeding guide {n_out}")
print(f"group index {group_index}; g = {g:.3f}; rho = {rho:.5f}")
print(f"Bragg wavelength {bragg_nm:.1f} nm; frequency {f0_ghz:.0f} GHz")
print(f"section lengths {bragg_nm/4/n_hi:.1f}, {bragg_nm/4/n_lo:.1f} nm")
print(f"period {period_nm:.1f} nm; length at N=200 {N*period_nm/1000:.1f} um")
print(f"lower edge: u_e = {u_e:.6f}, wavelength {edge_nm:.2f} nm")
print(f"upper edge: u_e = {edge_up[0]:.6f}")
print(f"at lower edge: B = {B_e:.5f}, C' = {slope_e:.5f}")
print(f"cubic-law coefficient Q/N^3 = {q_coefficient:.4e}")
print(f"size scale pi/(2 rho) = {PI/(2*rho):.1f} periods")
print("N, detuning GHz (matrix, law), Q (matrix, law)")
for size, s, Q in zip(sizes, shifts, Qs):
    s_law, q_law_n = laws(edge, size)
    print(f"{size:4d} {s*f0_ghz:9.3f} {abs(s_law)*f0_ghz:9.3f}"
          f" {Q:11.1f} {q_law_n:11.1f}")
print("exponent of Q per doubling:", " ".join(f"{x:.3f}" for x in exp_q))
print("exponent of detuning:", " ".join(f"{x:.3f}" for x in exp_f))
print(f"correction coefficient of Q: {corr_q:.3f}, theory {2+2*PI**2/3:.3f}")
print(f"same for detuning: {corr_f:.3f}, theory {-(3+PI**2/4):.3f}")
a200 = 1 / (2 * rho * N)
print(f"N=200: a = {a200:.4f}, corrected Q law "
      f"{q_coefficient*N**3*(1+(2+2*PI**2/3)*a200**2):.0f}")
u2 = resonance(guide_cell, n_out, edge, N, 2)
print(f"N=200, m=2: detuning {abs(u2.real-u_e)*f0_ghz:.2f} GHz, "
      f"Q {quality(u2):.0f}")
print(f"N=200, m=1: wavelength offset {bragg_nm/u1.real-edge_nm:.3f} nm")
print(f"linewidth: pole {width*f0_ghz:.2f}, spectrum {fwhm*f0_ghz:.2f} GHz")
print(f"end transmissivity {1-refl:.4f}; Bloch group index {slow_index:.2f}")
print(f"bounce estimate of Q {Q_bounce:.0f}")
print(f"strong cell, N=40: relative errors of detuning, Q "
      f"{errors[0,0]:.5f}, {errors[0,1]:.5f}")
print(f"strong cell, N=80: {errors[1,0]:.5f}, {errors[1,1]:.5f}")
print(f"propagation loss {loss_db_cm} dB/cm: Q_loss {Q_loss:.3e}")
print(f"total Q: N=200 {Q_total[200]:.0f}, N=800 {Q_total[800]:.0f}")
print(f"end loss equals propagation loss at N = {N_cross:.0f}")
print(f"loss that halves Q at N=200: {halving_db_cm:.1f} dB/cm")
print(f"index slope {dn_per_kelvin:.1e} per K: shift "
      f"{heat_shift*f0_ghz:.2f} GHz for 1 K")
print(f"random index error {dn_random}: rms shift {rms_shift*f0_ghz:.2f} GHz, "
      f"theory {rms_law*f0_ghz:.2f} GHz")
print(f"with random errors: mean Q {Q_dis.mean():.0f}, "
      f"standard deviation {Q_dis.std():.0f}")
print(f"edge Bloch index {bloch_index:.3f}; cladding index {clad_index}")
print("OK")
```

Running it gives:

```
section indices 2.5, 2.3; feeding guide 2.4
group index 4.2; g = 1.750; rho = 0.04167
Bragg wavelength 1550.0 nm; frequency 193414 GHz
section lengths 155.0, 168.5 nm
period 323.5 nm; length at N=200 64.7 um
lower edge: u_e = 0.984838, wavelength 1573.86 nm
upper edge: u_e = 1.015162
at lower edge: B = -0.08333, C' = -0.45855
cubic-law coefficient Q/N^3 = 1.9065e-03
size scale pi/(2 rho) = 37.7 periods
N, detuning GHz (matrix, law), Q (matrix, law)
  50   663.926   832.597       339.0       238.3
 100   193.885   208.149      2129.0      1906.5
 200    51.051    52.037     15712.5     15252.0
 400    12.946    13.009    122945.9    122016.3
 800     3.248     3.252    977994.3    976130.6
exponent of Q per doubling: 2.651 2.884 2.968 2.992
exponent of detuning: -1.776 -1.925 -1.979 -1.995
correction coefficient of Q: 8.486, theory 8.580
same for detuning: -5.451, theory -5.467
N=200: a = 0.0600, corrected Q law 15723
N=200, m=2: detuning 199.38 GHz, Q 4186
N=200, m=1: wavelength offset 0.422 nm
linewidth: pole 12.12, spectrum 12.42 GHz
end transmissivity 0.3126; Bloch group index 22.65
bounce estimate of Q 15607
strong cell, N=40: relative errors of detuning, Q -0.00363, 0.00684
strong cell, N=80: -0.00091, 0.00171
propagation loss 2.0 dB/cm: Q_loss 3.697e+05
total Q: N=200 15071, N=800 267947
end loss equals propagation loss at N = 579
loss that halves Q at N=200: 47.1 dB/cm
index slope 1.8e-04 per K: shift -8.18 GHz for 1 K
random index error 0.002: rms shift 5.61 GHz, theory 5.55 GHz
with random errors: mean Q 15764, standard deviation 785
edge Bloch index 2.433; cladding index 1.45
OK
```
